**Noise, misfit and overhead in fitting a potential to Monte Carlo forces**

The program tests the large-\(K\) law \(R=p(\sigma^2+\mu^2)/M\) for the excess mean-square force error of a linear fit. Here \(p\) is the number of parameters, \(M=Kn\) the number of force components from \(K\) configurations, \(\sigma\) the noise per component and \(\mu\) the effective misfit. It asserts that the analytic forces agree with finite differences of the energies, and that the model noise on a fixed training set follows \(\sigma\sqrt{p/M}\) for Laplace-distributed noise. It also asserts that the noise-only penalty for few configurations falls over the sampled values of \(K\), with the predicted \(\kappa/K\) correction at \(K=200\). The closed-form optimum is compared with a numerical minimization, and the rule for choosing between two run lengths is tested on random pairs. Repeated fits to synthetic noisy forces then test the law for three schedules of equal cost. The output shows that 1600 noisy configurations have a mean-square excess 6.2 times smaller than 100 precise ones, while 6400 very noisy ones do worse than 1600 because of overhead. The total rms error changes by less than 1%, since the misfit of the pair potential dominates it.

## Numerical check

```python
"""
Result under test: a linear p-parameter force fit to M noisy components has
model noise sigma*sqrt(p/M). For new configurations and large M, the excess
mean-square error is p*(sigma^2 + mu^2)/M, where mu measures model misfit.
With sigma^2 = a/t and cost C = K*(t0+t), the best run length is
t_opt = sqrt(a*t0)/mu. K: configurations, n: components per configuration,
M = K*n, t: sampling time, t0: overhead per configuration, delta: rms misfit.
Lengths in angstrom, energies in eV, times in core-hours.
The noise is synthetic; the forces come from a model many-body potential.
"""
import numpy as np
from numpy.polynomial import chebyshev as cheb
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants, angstrom

rng = np.random.default_rng(20)
p, atoms = 6, 6
n = 3 * atoms
bond, max_shift = 2.7, 0.2
center, half_width = 3.26, 1.26
repulsion, rep_decay, hopping, hop_decay = 0.1, 10.0, 1.2, 2.5
a, t0, budget = 0.04, 0.25, 2000.0
off_diagonal = 1.0 - np.eye(atoms)


def geometry(pos):
    diff = pos[:, :, None, :] - pos[:, None, :, :]
    # The diagonal distance is a dummy value; its direction vector is zero.
    r = np.sqrt((diff**2).sum(-1)) + np.eye(atoms)
    return r, diff / r[..., None]


def pair_features(pos):
    r, unit = geometry(pos)
    radial = cheb.chebvander((r - center) / half_width, p - 1)
    return np.einsum("kijq,kijd->kidq", radial, unit).reshape(len(pos), n, p)


def pair_basis_energy(pos, q):
    r, _ = geometry(pos)
    coefficients = np.zeros(p)
    coefficients[q] = 1.0
    integral = half_width * cheb.chebval(
        (r - center) / half_width, cheb.chebint(coefficients))
    return -0.5 * (integral * off_diagonal).sum((1, 2))


def reference_terms(r):
    rep = repulsion * np.exp(-rep_decay * (r / bond - 1)) * off_diagonal
    hop = hopping**2 * np.exp(-2 * hop_decay * (r / bond - 1)) * off_diagonal
    return rep, hop


def reference_energy(pos):
    rep, hop = reference_terms(geometry(pos)[0])
    return rep.sum((1, 2)) - np.sqrt(hop.sum(2)).sum(1)


def reference_forces(pos):
    r, unit = geometry(pos)
    rep, hop = reference_terms(r)
    inv_root = 1 / np.sqrt(hop.sum(2))
    radial = (2 * rep_decay * rep
              - hop_decay * hop * (inv_root[:, :, None] + inv_root[:, None, :])
              ) / bond
    return np.einsum("kij,kijd->kid", radial, unit).reshape(len(pos), n)


def numerical_force(energy, pos, h=1e-4):
    result = np.empty(n)
    for i in range(n):
        step = np.zeros(n)
        step[i] = h
        step = step.reshape(1, atoms, 3)
        result[i] = -(energy(pos + step)[0] - energy(pos - step)[0]) / (2 * h)
    return result


# Finite population of configurations, sampled later with replacement.
pool_size = 10000
octahedron = np.vstack([np.eye(3), -np.eye(3)]) * bond / np.sqrt(2)
positions = octahedron + rng.uniform(-max_shift, max_shift,
                                     (pool_size, atoms, 3))
raw_features = pair_features(positions)
forces = reference_forces(positions)

# Forces and features against numerical derivatives of their energies.
one = positions[:1]
assert np.allclose(numerical_force(reference_energy, one), forces[0], atol=1e-5)
for q in range(p):
    numeric = numerical_force(lambda x: pair_basis_energy(x, q), one)
    assert np.allclose(numeric, raw_features[0, :, q], atol=1e-5)

# Linear change of parameters that makes the population feature matrix unity.
flat = raw_features.reshape(-1, p)
S = flat.T @ flat / len(flat)
X = np.linalg.solve(np.linalg.cholesky(S), flat.T).T.reshape(pool_size, n, p)
X = np.ascontiguousarray(X)
X_flat = X.reshape(-1, p)
theta_star = np.linalg.lstsq(X_flat, forces.ravel(), rcond=None)[0]
misfit = forces - X @ theta_star
delta2 = np.mean(misfit**2)
score = np.einsum("knq,kn->kq", X, misfit)
mu2 = np.mean((score**2).sum(1)) / (n * p)
mu = np.sqrt(mu2)
grams = np.einsum("knq,kns->kqs", X, X) / n
kappa = np.mean(((grams - np.eye(p))**2).sum((1, 2))) / p

# Fixed configurations with non-Gaussian (Laplace) noise.
K_fixed, sigma_fixed, trials = 20, 0.2, 4000
design = raw_features[:K_fixed].reshape(-1, p)
M_fixed = len(design)
clean = forces[:K_fixed].ravel()
noise = rng.laplace(0, sigma_fixed / np.sqrt(2), (M_fixed, trials))
fit_clean = np.linalg.lstsq(design, clean, rcond=None)[0]
fit_noisy = np.linalg.lstsq(design, clean[:, None] + noise, rcond=None)[0]
fixed_ms = np.mean((design @ (fit_noisy - fit_clean[:, None]))**2, axis=0)
fixed_law = sigma_fixed**2 * p / M_fixed
fixed_se = fixed_ms.std(ddof=1) / np.sqrt(trials)
assert abs(fixed_ms.mean() - fixed_law) < 4 * fixed_se


def simulate(K, sigma, repeats, target, floor):
    """Excess mean-square force error over the whole population."""
    excess = np.empty(repeats)
    for j in range(repeats):
        chosen = rng.integers(pool_size, size=K)
        A = X[chosen].reshape(-1, p)
        y = target[chosen].ravel() + sigma * rng.standard_normal(K * n)
        theta = np.linalg.solve(A.T @ A, A.T @ y)
        excess[j] = np.mean((target.ravel() - X_flat @ theta)**2) - floor
    return excess.mean(), excess.std(ddof=1) / np.sqrt(repeats)


def noise_penalty(K, draws=4000):
    """Noise-only error at fixed K*t, relative to its large-K limit."""
    averages = np.array([grams[rng.integers(pool_size, size=K)].mean(0)
                         for _ in range(draws)])
    values = np.trace(np.linalg.inv(averages), axis1=1, axis2=2) / p
    return values.mean(), values.std(ddof=1) / np.sqrt(draws)


# Noise-only case: the penalty falls with K and tends to one.
penalties = {K: noise_penalty(K) for K in (3, 6, 12, 48, 200)}
penalty_means = [value[0] for value in penalties.values()]
assert all(x > y for x, y in zip(penalty_means, penalty_means[1:]))
assert (abs(penalties[200][0] - 1 - kappa / 200)
        < 0.3 * kappa / 200 + 4 * penalties[200][1])
exact_model = X @ np.ones(p)
direct, direct_se = simulate(6, 0.2, 2000, exact_model, 0.0)
scale = 0.2**2 * p / (6 * n)
assert (abs(direct / scale - penalties[6][0])
        < 5 * np.hypot(direct_se / scale, penalties[6][1]))


def excess_law(t):
    return p / (n * budget) * (a / t + mu2) * (t0 + t)


# Optimum by numerical minimization against the closed forms.
t_opt = np.sqrt(a * t0) / mu
search = minimize_scalar(lambda u: np.log(excess_law(np.exp(u))),
                         bounds=(-8, 8), method="bounded",
                         options={"xatol": 1e-9})
assert abs(np.exp(search.x) / t_opt - 1) < 1e-5
best_ms = p / (n * budget) * (np.sqrt(a) + mu * np.sqrt(t0))**2
assert abs(np.exp(search.fun) / best_ms - 1) < 1e-9
sigma_zero = np.sqrt(a / t0)
sigma_opt = np.sqrt(mu * sigma_zero)
assert abs(np.sqrt(a / np.exp(search.x)) / sigma_opt - 1) < 1e-5

# Which of two run lengths wins, over many random pairs.
for _ in range(500):
    short, long = np.sort(np.exp(rng.uniform(-4, 4, 2)))
    if abs(short * long / t_opt**2 - 1) > 1e-6 and long / short > 1.0001:
        assert ((excess_law(short) < excess_law(long))
                == (short * long > t_opt**2))

# Three schedules at the same total cost, measured by repeated fits.
schedules = []
for K, repeats in ((100, 1600), (1600, 600), (6400, 400)):
    t = budget / K - t0
    sigma = np.sqrt(a / t)
    measured, error = simulate(K, sigma, repeats, forces, delta2)
    predicted = excess_law(t)
    # The second term allows for the neglected relative corrections of order 1/K.
    assert abs(measured - predicted) < 4 * error + 3 * kappa / K * predicted
    schedules.append((K, t, sigma, predicted, measured, error))
few, many, too_many = schedules
assert few[4] - many[4] > 3 * np.hypot(few[5], many[5])
assert too_many[4] - many[4] > 3 * np.hypot(too_many[5], many[5])

hartree_eV = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] / angstrom
to_atomic = bohr_angstrom / hartree_eV

print(f"Parameters p = {p}; components per configuration n = {n}")
print(f"Octahedron edge = {bond} A; max shift per coordinate = {max_shift} A")
print(f"Chebyshev center, half-width = {center}, {half_width} A")
print(f"Reference repulsion = {repulsion} eV, decay = {rep_decay}")
print(f"Reference hopping = {hopping} eV, decay = {hop_decay}")
print(f"Population size = {pool_size} configurations")
print(f"Noise constant a = {a} eV^2/A^2 core-h")
print(f"Overhead t0 = {t0} core-h; budget C = {budget:.0f} core-h")
print(f"rms reference force component = {np.sqrt(np.mean(forces**2)):.4f} eV/A")
print(f"rms misfit delta = {np.sqrt(delta2):.5f} eV/A")
print(f"Effective misfit noise mu = {mu:.5f} eV/A")
print(f"Finite-K constant kappa = {kappa:.3f}")
print(f"Fixed set: M = {M_fixed}, sigma = {sigma_fixed} eV/A, fits = {trials}")
print(f"  model noise, law      = {np.sqrt(fixed_law):.5f} eV/A")
print(f"  model noise, measured = {np.sqrt(fixed_ms.mean()):.5f} eV/A")
print("Noise-only mean-square penalty at fixed K*t (limit 1):")
for K, (value, error) in penalties.items():
    print(f"  K = {K:3d}: {value:.4f} +- {error:.4f}")
print(f"  K =   6, direct fits: {direct/scale:.4f} +- {direct_se/scale:.4f}")
print("Schedules at equal total cost:")
for K, t, sigma, predicted, measured, error in schedules:
    print(f"  K = {K}, M = {K*n}, t = {t:.4f} core-h, sigma = {sigma:.4f} eV/A")
    print(f"    sigma*sqrt(p/M) = {sigma*np.sqrt(p/(K*n)):.6f} eV/A")
    print(f"    rms excess, law = {np.sqrt(predicted):.6f} eV/A")
    print(f"    rms excess, fits = {np.sqrt(measured):.6f} eV/A")
    print(f"    mean-square excess, fits = {measured:.4e} +- {error:.1e} eV^2/A^2")
    print(f"    total rms error = {np.sqrt(delta2 + measured):.6f} eV/A")
print(f"Mean-square excess ratio, K=100 to K=1600: {few[4]/many[4]:.3f}")
print(f"Mean-square excess ratio, K=6400 to K=1600: {too_many[4]/many[4]:.3f}")
print(f"Noise of run of length t0, sigma_0 = {sigma_zero:.4f} eV/A")
print(f"Optimal run length t_opt = {t_opt:.4f} core-h")
print(f"Optimal noise per force sigma_opt = {sigma_opt:.4f} eV/A")
print(f"Optimal number of configurations = {budget/(t0+t_opt):.1f}")
print(f"Smallest rms excess = {np.sqrt(best_ms):.6f} eV/A")
print(f"Smallest rms excess = {np.sqrt(best_ms)*to_atomic:.4e} hartree/bohr")
print("success")
```

Running it gives:

```
Parameters p = 6; components per configuration n = 18
Octahedron edge = 2.7 A; max shift per coordinate = 0.2 A
Chebyshev center, half-width = 3.26, 1.26 A
Reference repulsion = 0.1 eV, decay = 10.0
Reference hopping = 1.2 eV, decay = 2.5
Population size = 10000 configurations
Noise constant a = 0.04 eV^2/A^2 core-h
Overhead t0 = 0.25 core-h; budget C = 2000 core-h
rms reference force component = 0.6290 eV/A
rms misfit delta = 0.07432 eV/A
Effective misfit noise mu = 0.14869 eV/A
Finite-K constant kappa = 2.745
Fixed set: M = 360, sigma = 0.2 eV/A, fits = 4000
  model noise, law      = 0.02582 eV/A
  model noise, measured = 0.02566 eV/A
Noise-only mean-square penalty at fixed K*t (limit 1):
  K =   3: 4.3995 +- 0.1032
  K =   6: 1.8783 +- 0.0195
  K =  12: 1.3181 +- 0.0062
  K =  48: 1.0615 +- 0.0017
  K = 200: 1.0138 +- 0.0007
  K =   6, direct fits: 1.8756 +- 0.0559
Schedules at equal total cost:
  K = 100, M = 1800, t = 19.7500 core-h, sigma = 0.0450 eV/A
    sigma*sqrt(p/M) = 0.002598 eV/A
    rms excess, law = 0.008969 eV/A
    rms excess, fits = 0.008955 eV/A
    mean-square excess, fits = 8.0184e-05 +- 1.4e-06 eV^2/A^2
    total rms error = 0.074861 eV/A
  K = 1600, M = 28800, t = 1.0000 core-h, sigma = 0.2000 eV/A
    sigma*sqrt(p/M) = 0.002887 eV/A
    rms excess, law = 0.003597 eV/A
    rms excess, fits = 0.003597 eV/A
    mean-square excess, fits = 1.2939e-05 +- 3.0e-07 eV^2/A^2
    total rms error = 0.074410 eV/A
  K = 6400, M = 115200, t = 0.0625 core-h, sigma = 0.8000 eV/A
    sigma*sqrt(p/M) = 0.005774 eV/A
    rms excess, law = 0.005872 eV/A
    rms excess, fits = 0.005909 eV/A
    mean-square excess, fits = 3.4918e-05 +- 1.0e-06 eV^2/A^2
    total rms error = 0.074558 eV/A
Mean-square excess ratio, K=100 to K=1600: 6.197
Mean-square excess ratio, K=6400 to K=1600: 2.699
Noise of run of length t0, sigma_0 = 0.4000 eV/A
Optimal run length t_opt = 0.6725 core-h
Optimal noise per force sigma_opt = 0.2439 eV/A
Optimal number of configurations = 2168.0
Smallest rms excess = 0.003542 eV/A
Smallest rms excess = 6.8877e-05 hartree/bohr
success
```
